# Why hot molecules attach electrons dissociatively: birthplace and survival of the anion: a program that tests the result

```python
"""Why dissociative attachment (DA) depends strongly on vibrational temperature.
Result under test: in a local complex potential V_d - i*Gamma/2, the overlap with
vibrational state chi_v sets where the anion is born, and survival exp(-rho),
rho = integral Gamma dt/hbar up to the curve crossing, weights the outer part.
The energy-integrated |S_v|^2 equals 2*pi times the surviving norm of
sqrt(Gamma)*chi_v; a thermal Gaussian phase-space average gives its heating law.
Symbols: x = R - R_e (angstrom), energies in eV, c = hbar^2/(2 mu),
k = nuclear momentum/hbar, tau = time/hbar (1/eV), v = vibrational number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import eval_laguerre

eV = const.e
mass_u, omega = 20.0, 0.05
c = const.hbar**2 / (2 * mass_u * const.atomic_mass) / eV * 1e20
c_electron = const.hbar**2 / (2 * const.m_e) / eV * 1e20
kB = const.k / eV
height, decay, width_coeff = 2.5, 2.0, 0.16
sigma0 = np.sqrt(c / omega)          # ground-state rms displacement
nv = 20
levels = omega * (np.arange(nv) + 0.5)


def neutral(x):
    return omega**2 * x**2 / (4 * c)


def anion(x, shift=0.0):
    return height * np.exp(-decay * x) + shift


def width(x, shift=0.0):
    gap = np.maximum(anion(x, shift) - neutral(x), 0.0)
    return width_coeff * gap * np.sqrt(gap)


def vibrational_states(x):
    y = x / (np.sqrt(2) * sigma0)
    states = np.zeros((nv, len(x)))
    states[0] = np.exp(-y**2 / 2) / (np.pi**0.25 * np.sqrt(np.sqrt(2) * sigma0))
    states[1] = np.sqrt(2) * y * states[0]
    for n in range(1, nv - 1):
        states[n + 1] = (np.sqrt(2 / (n + 1)) * y * states[n]
                         - np.sqrt(n / (n + 1)) * states[n - 1])
    return states


def populations(temperature):
    p = np.exp(-np.arange(nv) * omega / (kB * temperature))
    return p / p.sum()


# Stationary driven equation, Numerov discretization, outgoing boundary
h = 0.0015
x = np.arange(-0.7, 3.0, h)
chi = vibrational_states(x)
gam = width(x)
phi = np.sqrt(gam / (2 * np.pi)) * chi
source = phi.copy()
source[:, 1:-1] = (phi[:, 2:] + 10 * phi[:, 1:-1] + phi[:, :-2]) / 12
source = (h**2 / c * source).T.astype(complex)


def stationary(E, with_decay=True):
    loss_width = gam if with_decay else 0.0 * gam
    w = 1 + h**2 * (E - anion(x) + 0.5j * loss_width) / (12 * c)
    matrix = np.array([w, 10 * w - 12, w])
    wl = w[-1].real
    phase = np.arccos((12 - 10 * wl) / (2 * wl))
    matrix[1, -1] += wl * np.exp(1j * phase)
    xi = solve_banded((1, 1), matrix, source).T
    K = np.sqrt((E - anion(x[-1])) / c)
    flux = 2 * c * K * np.abs(xi[:, -1])**2
    return flux, xi


energies = np.arange(0.30, 6.001, 0.02)
S2 = np.zeros((len(energies), nv))
S2_no_decay = np.zeros_like(S2)
balance_error = 0.0
for i, E in enumerate(energies):
    flux, xi = stationary(E)
    S2[i] = 2 * np.pi * flux
    S2_no_decay[i] = 2 * np.pi * stationary(E, False)[0]
    if 1.2 < E < 3.5:
        formed = -2 * h * np.sum(phi * xi.imag, axis=1)
        lost = h * np.sum(gam * np.abs(xi)**2, axis=1)
        err = np.abs((flux + lost) / formed - 1)[:2]
        balance_error = max(balance_error, err.max())
assert balance_error < 2e-3
assert S2[:, :6].max() <= 1.0

# At one total energy all levels share the same regular anion wave
E_fixed = 1.9
w = 1 + h**2 * (E_fixed - anion(x) + 0.5j * gam) / (12 * c)
regular = np.zeros(len(x), complex)
regular[1] = 1e-60
for n in range(1, len(x) - 1):
    regular[n + 1] = ((12 - 10 * w[n]) * regular[n]
                      - w[n - 1] * regular[n - 1]) / w[n + 1]
overlap2 = np.abs(phi @ regular)**2
S2_fixed = 2 * np.pi * stationary(E_fixed)[0]
ratio_overlap = overlap2[:4] / overlap2[0]
ratio_driven = S2_fixed[:4] / S2_fixed[0]
assert np.allclose(ratio_overlap, ratio_driven, rtol=0.01)


# Time-dependent packets: surviving norm of sqrt(Gamma)*chi_v
def packet_survival(shift=0.0):
    npts, left, right = 1024, -0.8, 4.0
    dx = (right - left) / npts
    grid = left + dx * np.arange(npts)
    g = width(grid, shift)
    psi = (np.sqrt(g) * vibrational_states(grid)).astype(complex)
    initial = dx * np.sum(np.abs(psi)**2, axis=1)
    dtau, steps = 0.05, 1500
    half = np.exp(-0.5j * dtau * (anion(grid, shift) - 0.5j * g))
    wave_number = 2 * np.pi * np.fft.fftfreq(npts, dx)
    kinetic = np.exp(-1j * dtau * c * wave_number**2)
    for _ in range(steps):
        psi = half * np.fft.ifft(kinetic * np.fft.fft(half * psi, axis=1), axis=1)
    return initial, dx * np.sum(np.abs(psi)**2, axis=1)


entry, survived = packet_survival()
dE = energies[1] - energies[0]
integrated = dE * S2.sum(axis=0)
integrated_no_decay = dE * S2_no_decay.sum(axis=0)
assert np.allclose(integrated[:6], 2 * np.pi * survived[:6], rtol=0.02)
assert np.allclose(integrated_no_decay[:6], 2 * np.pi * entry[:6], rtol=0.02)


# Classical decay exponent along trajectories on the real anion curve
def decay_exponent(x_start, k_start):
    pos, mom = np.array(x_start, float), np.array(k_start, float)
    dtau = 0.1
    rho = 0.5 * dtau * width(pos)
    force = decay * anion(pos)
    for _ in range(1250):
        mom = mom + 0.5 * dtau * force
        pos = pos + dtau * 2 * c * mom
        force = decay * anion(pos)
        mom = mom + 0.5 * dtau * force
        rho = rho + dtau * width(pos)
    return rho


x_cross = brentq(lambda s: anion(s) - neutral(s), 0.0, 1.0)


def rest_exponent(start):
    def integrand(u):
        pos = start + u * u
        speed = 2 * np.sqrt(c * (anion(start) - anion(pos)))
        return width(pos) * 2 * u / speed
    return quad(integrand, 1e-7, np.sqrt(x_cross - start))[0]


turning = sigma0 * np.sqrt(2 * (2 * np.arange(6) + 1))
rho_turn = np.array([rest_exponent(s) for s in turning])
rho_center = rest_exponent(0.0)
assert np.allclose(rho_turn, decay_exponent(turning, 0 * turning), rtol=0.01)

# Phase-space average; scaled q and p have unit variance in the ground state
axis = np.linspace(-12, 12, 81)
q, p = np.meshgrid(axis, axis, indexing="ij")
weight = width(sigma0 * q) * np.exp(-decay_exponent(sigma0 * q, p / (2 * sigma0)))
cell = (axis[1] - axis[0])**2
r2 = q**2 + p**2
classical = np.array([
    cell * np.sum(weight * (-1)**v * eval_laguerre(v, r2) * np.exp(-r2 / 2))
    / (2 * np.pi) for v in range(6)])
# Higher-order hbar corrections are absent from the classical trajectories
assert np.allclose(classical, survived[:6], rtol=0.20)

temperatures = np.array([300.0, 600.0, 1200.0])
pops = np.array([populations(T) for T in temperatures])
M_thermal = pops @ survived
entry_thermal = pops @ entry
assert pops[2, -1] * survived[-1] < 0.01 * M_thermal[2]
s_factor = 1 / np.tanh(omega / (2 * kB * temperatures))
M_classical = np.array([
    cell * np.sum(weight * np.exp(-r2 / (2 * s))) / (2 * np.pi * s)
    for s in s_factor])
assert np.allclose(M_classical, M_thermal, rtol=0.20)


# Second-order expansion of ln(Gamma) - rho about rest at R_e
def log_weight(qq, pp):
    rho = decay_exponent(np.array([sigma0 * qq]), np.array([pp / (2 * sigma0)]))
    return float(np.log(width(sigma0 * qq)) - rho[0])


d = 0.4
L0 = log_weight(0, 0)
Lq, Lmq, Lp, Lmp = (log_weight(d, 0), log_weight(-d, 0),
                    log_weight(0, d), log_weight(0, -d))
grad = np.array([Lq - Lmq, Lp - Lmp]) / (2 * d)
cross = (log_weight(d, d) - log_weight(d, -d)
         - log_weight(-d, d) + log_weight(-d, -d)) / (4 * d**2)
hess = np.array([[(Lq + Lmq - 2 * L0) / d**2, cross],
                 [cross, (Lp + Lmp - 2 * L0) / d**2]])
M_gauss = []
for s in s_factor:
    A = np.eye(2) - s * hess
    assert np.linalg.eigvalsh(A).min() > 0
    M_gauss.append(np.exp(L0 + 0.5 * s * grad @ np.linalg.solve(A, grad))
                   / np.sqrt(np.linalg.det(A)))
M_gauss = np.array(M_gauss)
# The omitted cubic terms limit this expansion; test the moderate heating step
assert abs(np.log(M_gauss[1] / M_gauss[0])
           - np.log(M_thermal[1] / M_thermal[0])) < 0.25

# Causal checks: entry alone is nearly constant; survival produces the rise
entry_ratio = entry_thermal[2] / entry_thermal[0]
total_ratio = M_thermal[2] / M_thermal[0]
assert abs(entry_ratio - 1) < 0.10
assert total_ratio > 5
low_shift = -2.2
entry_low, survived_low = packet_survival(low_shift)
fraction_low = (pops @ survived_low) / (pops @ entry_low)
low_ratio = fraction_low[2] / fraction_low[0]
x_cross_low = brentq(lambda s: anion(s, low_shift) - neutral(s), 0.0, 1.0)
assert 0.2 < low_ratio < 1.2

# Cross sections; square angstrom equals 1e-20 square metre
eps = np.arange(0.30, 4.001, 0.01)
cross_sections = np.array([
    np.pi * c_electron / eps * CubicSpline(energies, S2[:, v])(eps + levels[v])
    for v in range(nv)])
peak_index = cross_sections[:6].argmax(axis=1)
peaks = cross_sections[np.arange(6), peak_index]
assert np.all(np.diff(peaks) > 0)
assert np.all(np.diff(eps[peak_index]) < 0)
thermal_cs = pops @ cross_sections

print(f"reduced mass {mass_u:.1f} u; vibrational quantum {omega:.3f} eV")
print(f"anion: height {height:.2f} eV, decay {decay:.2f} 1/angstrom")
print(f"width coefficient {width_coeff:.2f} eV^(-1/2)")
print(f"ground rms displacement {sigma0:.4f} angstrom")
print(f"crossing: x {x_cross:.4f} angstrom, energy {neutral(x_cross):.4f} eV")
print(f"width at R_e {width(0.0):.4f} eV")
print(f"from rest at R_e: rho {rho_center:.3f}, survival {np.exp(-rho_center):.3e}")
print("v: outer turning x (angstrom), rho from rest there, exp(-rho)")
for v in range(6):
    print(f"{v}: {turning[v]:.4f}, {rho_turn[v]:.3f}, {np.exp(-rho_turn[v]):.3e}")
print("v: entry (eV), quantum survival fraction, classical/quantum survived norm")
for v in range(6):
    print(f"{v}: {entry[v]:.4f}, {survived[v]/entry[v]:.3e}, "
          f"{classical[v]/survived[v]:.3f}")
print("v: peak electron energy (eV), peak DA cross section (1e-20 m^2)")
for v in range(6):
    print(f"{v}: {eps[peak_index[v]]:.2f}, {peaks[v]:.3e}")
print(f"fixed total energy {E_fixed:.2f} eV: |S_v|^2/|S_0|^2, v=1,2,3: "
      + ", ".join(f"{r:.3f}" for r in ratio_driven[1:]))
print(f"scaled gradient (position, momentum): {grad[0]:.3f}, {grad[1]:.3f}")
print(f"scaled Hessian qq, qp, pp: {hess[0,0]:.3f}, {cross:.3f}, {hess[1,1]:.3f}")
print("T (K): v=0 population, s, survival fraction, survived norm (eV)")
for i, T in enumerate(temperatures):
    print(f"{T:.0f}: {pops[i,0]:.4f}, {s_factor[i]:.4f}, "
          f"{M_thermal[i]/entry_thermal[i]:.3e}, {M_thermal[i]:.3e}")
print("T (K): peak energy (eV), thermal peak cross section (1e-20 m^2)")
for i, T in enumerate(temperatures):
    j = thermal_cs[i].argmax()
    print(f"{T:.0f}: {eps[j]:.2f}, {thermal_cs[i,j]:.3e}")
for i in (1, 2):
    print(f"rise 300 to {temperatures[i]:.0f} K: quantum "
          f"{M_thermal[i]/M_thermal[0]:.3f}, phase space "
          f"{M_classical[i]/M_classical[0]:.3f}, Gaussian "
          f"{M_gauss[i]/M_gauss[0]:.3f}")
print(f"entry-only ratio, 1200 K / 300 K: {entry_ratio:.4f}")
print(f"lowered anion: shift {low_shift:.2f} eV, crossing x {x_cross_low:.4f} angstrom")
print(f"lowered anion survival fractions, 300 and 1200 K: "
      f"{fraction_low[0]:.4f}, {fraction_low[2]:.4f}; ratio {low_ratio:.4f}")
print(f"largest relative flux-balance error, v=0,1: {balance_error:.2e}")
print("all tests passed")
```

It prints:

```
reduced mass 20.0 u; vibrational quantum 0.050 eV
anion: height 2.50 eV, decay 2.00 1/angstrom
width coefficient 0.16 eV^(-1/2)
ground rms displacement 0.0457 angstrom
crossing: x 0.4234 angstrom, energy 1.0720 eV
width at R_e 0.6325 eV
from rest at R_e: rho 11.514, survival 9.988e-06
v: outer turning x (angstrom), rho from rest there, exp(-rho)
0: 0.0647, 9.063, 1.158e-04
1: 0.1120, 7.318, 6.632e-04
2: 0.1446, 6.157, 2.118e-03
3: 0.1711, 5.247, 5.262e-03
4: 0.1940, 4.490, 1.122e-02
5: 0.2144, 3.842, 2.144e-02
v: entry (eV), quantum survival fraction, classical/quantum survived norm
0: 0.6337, 6.071e-05, 0.985
1: 0.6362, 2.381e-04, 0.987
2: 0.6389, 6.061e-04, 0.989
3: 0.6417, 1.235e-03, 0.991
4: 0.6446, 2.177e-03, 0.992
5: 0.6477, 3.455e-03, 0.993
v: peak electron energy (eV), peak DA cross section (1e-20 m^2)
0: 2.17, 2.434e-03
1: 1.99, 1.094e-02
2: 1.84, 3.068e-02
3: 1.70, 6.798e-02
4: 1.58, 1.297e-01
5: 1.46, 2.228e-01
fixed total energy 1.90 eV: |S_v|^2/|S_0|^2, v=1,2,3: 8.057, 29.946, 67.984
scaled gradient (position, momentum): 1.611, 1.384
scaled Hessian qq, qp, pp: -0.030, -0.063, -0.191
T (K): v=0 population, s, survival fraction, survived norm (eV)
300: 0.8554, 1.3380, 9.666e-05, 6.129e-05
600: 0.6198, 2.2269, 2.562e-04, 1.627e-04
1200: 0.3834, 4.2166, 9.783e-04, 6.242e-04
T (K): peak energy (eV), thermal peak cross section (1e-20 m^2)
300: 2.07, 3.462e-03
600: 1.84, 8.031e-03
1200: 1.48, 2.970e-02
rise 300 to 600 K: quantum 2.655, phase space 2.663, Gaussian 3.357
rise 300 to 1200 K: quantum 10.184, phase space 10.266, Gaussian 28.572
entry-only ratio, 1200 K / 300 K: 1.0063
lowered anion: shift -2.20 eV, crossing x 0.0592 angstrom
lowered anion survival fractions, 300 and 1200 K: 0.5883, 0.3739; ratio 0.6356
largest relative flux-balance error, v=0,1: 2.14e-08
all tests passed
```
